# Heavy-light mixing of shallow acceptors in silicon and germanium

## The problem

The top of the valence band in silicon and germanium is described by three dimensionless Luttinger parameters. Take the following tabulated values, rounded, as given:

- Si: $\gamma_1=4.29$, $\gamma_2=0.34$, $\gamma_3=1.45$
- Ge: $\gamma_1=13.4$, $\gamma_2=4.24$, $\gamma_3=5.69$

In the spherical model the coupling of heavy and light holes is measured by

$$\mu=\frac{4\gamma_2+6\gamma_3}{5\gamma_1}.$$

Evaluate $\mu$ for both hosts. Decide in which of them a shallow acceptor has the stronger heavy-light mixing, and say what this means for the make-up of its ground state.

## A tempting solution, which is wrong

The arithmetic is short:

$$\mu_{\rm Si}=\frac{1.36+8.70}{21.45}=\frac{10.06}{21.45}=0.469,\qquad
\mu_{\rm Ge}=\frac{16.96+34.14}{67.00}=\frac{51.10}{67.00}=0.763 .$$

The argument then continues: "If $\mu=0$, heavy and light holes are uncoupled, and the acceptor ground state is a pure heavy hole. The coupling $\mu$ admixes the light band. Since $\mu$ is larger in germanium by a factor of 1.63, the germanium acceptor contains more of the light band."

The values of $\mu$ are right, but the last conclusion is the reverse of the truth. To find the fault, we need to know what $\mu$ multiplies.

## What the coupling multiplies

We use atomic units and count hole energies as positive. The matrices $J_x,J_y,J_z$ are those of angular momentum $3/2$. The split-off band is left out. With wave vector $\mathbf k$, the Luttinger Hamiltonian is

$$H_L=\Big(\gamma_1+\tfrac52\gamma_2\Big)\frac{k^2}{2}-\gamma_2\sum_i k_i^2J_i^2-\gamma_3\sum_{i\ne j}k_ik_jJ_iJ_j .$$

Write $\mathbf k=k\mathbf n$ and define

$$A=\sum_i n_i^2J_i^2-\tfrac54,\qquad B=\sum_{i\neq j}n_in_jJ_iJ_j .$$

Substituting $\sum_i n_i^2J_i^2=A+\frac54$ cancels the term $\frac54\gamma_2k^2$, so that

$$H_L=k^2\Big(\frac{\gamma_1}{2}-\gamma_2A-\gamma_3B\Big).$$

The sum of the two matrices is

$$M(\mathbf n)=A+B=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\frac32$ and $\pm\frac12$. Hence $M=\frac94-\frac54=+1$ for the first pair and $M=\frac14-\frac54=-1$ for the second, and $M^2=1$.

If $\gamma_2=\gamma_3=\bar\gamma$, then

$$H=\frac{\gamma_1k^2}{2}(1-\mu M),\qquad \mu=\frac{2\bar\gamma}{\gamma_1}.$$

States with $M=+1$ have the lower kinetic energy and form the heavy band; those with $M=-1$ form the light band. Comparison with $k^2/2m$ gives $m_{h}=1/[\gamma_1(1-\mu)]$ and $m_{l}=1/[\gamma_1(1+\mu)]$.

In the bulk, then, $\mu$ does not mix the two bands. It separates them. The band label refers to the component of $\mathbf J$ along $\mathbf k$, and this axis turns as $\mathbf k$ turns.

## The fault

Set $\mu=0$ and add the attraction of the acceptor. The ground state is an s function $a(k)$ times any fixed spinor. Choose the spinor $\chi$ with $J_z=\frac32$. The projector onto $M=-1$ is $(1-M)/2$, so the light-band share is

$$w_l=\Big\langle\chi^\dagger\,\frac{1-M(\mathbf n)}2\,\chi\Big\rangle ,$$

where the brackets denote an average over directions. Since $\langle n_in_j\rangle=\delta_{ij}/3$,

$$\langle M\rangle=\frac13\sum_iJ_i^2-\frac54=\frac13\cdot\frac{15}4-\frac54=0 .$$

Therefore $w_l=\frac12$. The uncoupled acceptor is half heavy and half light, not purely heavy. The tempting solution took a spinor with $J_z=\frac32$ along a fixed axis for a state of the heavy band, whose axis is $\mathbf k$.

"Heavy-light mixing" thus has two meanings:

1. On a fixed axis, it is the admixture of $m_J=\pm\frac12$ to a state built on $m_J=\frac32$. This is zero at $\mu=0$.
2. In terms of the bulk bands, it is the share of the light band. This is one half at $\mu=0$.

## Why the weights are 2 and 3

In a real crystal $\gamma_2\ne\gamma_3$. We choose $\bar\gamma$ so that $\bar\gamma M$ is as close as possible to $\gamma_2A+\gamma_3B$, in the sense of the least squared difference averaged over directions:

$$F(\bar\gamma)=\big\langle{\rm Tr}\,[(\gamma_2-\bar\gamma)A+(\gamma_3-\bar\gamma)B]^2\big\rangle .$$

The cross term vanishes, because each term of $B$ is odd in two components of $\mathbf n$ while $A$ is even in all of them. Two average traces remain.

The direction averages are $\langle n_i^4\rangle=\frac12\int_{-1}^1c^4\,dc=\frac15$ and, from $1=\langle(\sum_in_i^2)^2\rangle=\frac35+6\langle n_x^2n_y^2\rangle$, $\langle n_x^2n_y^2\rangle=\frac1{15}$.

The spin traces are

$${\rm Tr}J_x^2=2\Big(\frac94+\frac14\Big)=5,\qquad {\rm Tr}J_x^4=2\Big(\frac{81}{16}+\frac1{16}\Big)=\frac{41}4 .$$

From $J_x^2+J_y^2+J_z^2=\frac{15}4$ we get $\frac{15}4\cdot5=\frac{41}4+2\,{\rm Tr}J_x^2J_y^2$, and so ${\rm Tr}J_x^2J_y^2=\frac{17}4$.

Expanding the square of $A$,

$$\langle{\rm Tr}A^2\rangle=3\cdot\frac15\cdot\frac{41}4+6\cdot\frac1{15}\cdot\frac{17}4-\frac52\cdot5+\frac{25}{16}\cdot4=\frac{157}{20}-\frac{125}{20}=\frac85 .$$

Since ${\rm Tr}M^2=4$ and the cross term averages to zero, $\langle{\rm Tr}B^2\rangle=4-\frac85=\frac{12}5$. Then

$$F=\frac85(\gamma_2-\bar\gamma)^2+\frac{12}5(\gamma_3-\bar\gamma)^2,$$

and $dF/d\bar\gamma=0$ gives

$$\bar\gamma=\frac{2\gamma_2+3\gamma_3}5,\qquad \mu=\frac{2\bar\gamma}{\gamma_1}=\frac{4\gamma_2+6\gamma_3}{5\gamma_1}.$$

This confirms the formula in the problem. The mass ratio $m_h/m_l=(1+\mu)/(1-\mu)$ is about 2.8 in silicon and 7.4 in germanium.

## The acceptor in the spherical model

Add the potential $-1/(\varepsilon r)$, with dielectric constant $\varepsilon$. Measuring length in units of $\varepsilon\gamma_1$ makes the kinetic prefactor $\gamma_1/[2(\varepsilon\gamma_1)^2]=1/(2\varepsilon^2\gamma_1)$, and the potential becomes $-1/(\varepsilon^2\gamma_1r)$. With $1/(2\varepsilon^2\gamma_1)$ as the unit of energy,

$$h=k^2(1-\mu M)-\frac2r .$$

Within this model the composition of the state depends on $\mu$ alone. The dielectric constant has dropped out, and so has the chemical identity of the acceptor: $\mu$ belongs to the host.

We look for the ground state in the form

$$\psi(\mathbf k)=a(k)\chi+b(k)M(\mathbf n)\chi .$$

The matrix $M(\mathbf n)$ is a quadratic form in $\mathbf n$ with zero average, so the second part is a d wave. Because $M^2=1$,

$$k^2(1-\mu M)\psi=k^2\big[(a-\mu b)\chi+(b-\mu a)M\chi\big].$$

The kinetic energy does not lead out of this form, and neither does the central potential, which preserves each angular function. With real $a,b$ and $\int k^2(a^2+b^2)\,dk=1$, the d-wave weight is $P_d=\int k^2b^2\,dk$. Using $\langle M\rangle=0$ again, the mean value of $M$ in the state is $2\int k^2ab\,dk$, and the light-band share is

$$w_l=\frac12-\int k^2ab\,dk=\frac12\int k^2(a-b)^2\,dk .$$

This formula resolves the apparent conflict. A d wave with the same sign as $a$ increases the s-d mixing and, by interference, removes the light band. The kinetic energy favours this sign, since its coupling term is $-2\mu\int k^4ab\,dk$.

The preference grows with $\mu$. Let $X_i$ be the mean of $k^2M$ and $W_i$ the mean of $k^2-2/r$ in the ground state at $\mu_i$. Each ground state minimises its own energy:

$$W_1-\mu_1X_1\le W_2-\mu_1X_2,\qquad W_2-\mu_2X_2\le W_1-\mu_2X_1 .$$

Adding the two gives $(\mu_2-\mu_1)(X_2-X_1)\ge0$. Thus $X$ cannot fall as $\mu$ rises. Because $X$ carries the extra weight $k^2$, this does not by itself fix the order of $P_d$ or $w_l$, which must be calculated.

**The share on a fixed axis.** The $m_J=\frac32$ component of $M\chi$ follows from the mean values $\frac94$ of $J_z^2$ and $\frac34$ of $J_x^2$ and $J_y^2$ in $\chi$; the mixed products contribute nothing. With $c=n_z$,

$$\frac94c^2+\frac34(1-c^2)-\frac54=\frac{3c^2-1}2,\qquad
\Big\langle\Big(\frac{3c^2-1}2\Big)^2\Big\rangle=\frac14\Big(\frac95-2+1\Big)=\frac15 .$$

Two factors of $J$ change $m_J$ by at most 2, so $m_J=-\frac32$ is not reached. The remaining $\frac45$ lies in $m_J=\pm\frac12$. For this member of the ground multiplet, the fixed-axis admixture is $\frac45P_d$.

## Solving for the ground state

In real space the state is $f(r)\chi+g(r)M(\hat{\mathbf r})\chi$. Put $k_i=-i\partial_i$ and use

$$\partial_i\partial_jf=\delta_{ij}\frac{f'}r+\hat r_i\hat r_j\Big(f''-\frac{f'}r\Big).$$

Then $k^2M$ acts on $f\chi$ as

$$-\Big[\frac{15}4\frac{f'}r+(\hat{\mathbf r}\cdot\mathbf J)^2\Big(f''-\frac{f'}r\Big)-\frac54\Big(f''+\frac{2f'}r\Big)\Big]\chi
=-\Big(f''-\frac{f'}r\Big)M(\hat{\mathbf r})\chi ,$$

because the leftover coefficient of $f'/r$ is $\frac{15}4-\frac54-\frac52=0$.

Expand $f$ in functions $e^{-\alpha r^2}$ and $g$ in functions $r^2e^{-\beta r^2}$. For any two exponents let $p=\alpha+\beta$ and $I_n=\int_0^\infty r^ne^{-pr^2}dr$. Integration by parts gives $I_{n+2}=\frac{n+1}{2p}I_n$. The matrix elements, with weight $r^2dr$, are:

- Overlap: $I_2$ for s-s and $I_6$ for d-d.
- Potential: $-2I_1$ and $-2I_5$.
- $k^2$, s-s: $\int r^2f_1'f_2'\,dr=4\alpha\beta I_4=6\alpha\beta I_2/p$.
- $k^2$, d-d: $\int(r^2g_1'g_2'+6g_1g_2)\,dr=10I_4-4pI_6+4\alpha\beta I_8=14\alpha\beta I_6/p$, since $10I_4=4pI_6$ and $I_8=7I_6/(2p)$.
- Coupling: $f''-f'/r=4\alpha^2r^2e^{-\alpha r^2}$, so $-\mu k^2M$ gives $+4\mu\alpha^2I_6$.

The positive sign of the coupling makes $f$ and $g$ prefer opposite signs. This agrees with $a$ and $b$ having equal signs, because the Fourier transform of a d wave carries the factor $(-i)^2=-1$. Explicitly, $e^{-\alpha r^2}$ transforms into $(\pi/\alpha)^{3/2}e^{-k^2/4\alpha}$. Applying the result for $k^2M$ to a Gaussian shows that $r^2e^{-\beta r^2}M(\hat{\mathbf r})$ transforms into

$$-\Big(\frac\pi\beta\Big)^{3/2}\frac{k^2}{4\beta^2}e^{-k^2/4\beta}M(\mathbf n).$$

The integral $\int k^2ab\,dk$ is then a sum of Gaussian integrals.

Diagonalization with 18 exponents in each channel, from 0.02 upward in steps of a factor 2.2, gives:

| | Si | Ge |
|---|---|---|
| d-wave weight $P_d$ | 9.6 % | 26.9 % |
| $m_J=\pm\frac12$ share, $\frac45P_d$ | 7.7 % | 21.5 % |
| light-band share $w_l$ | 23.4 % | 8.3 % |

A separate radial finite-difference solution was tested against these results. The energies agree within 0.3 % of their values, and $P_d$ and $w_l$ within 0.3 percentage points.

## The answer and its reading

The germanium acceptor has the stronger heavy-light mixing in the first sense: its $m_J=\pm\frac12$ admixture is 21.5 %, against 7.7 % in silicon. In the second sense the order is reversed. Its ground state is more nearly a pure heavy-band state, with 8.3 % of the light band against 23.4 %. In tests at nine values of $\mu$ from 0 to 0.8, $P_d$ rose and $w_l$ fell at every step.

The two shares can be compared by hand. The Cauchy-Schwarz inequality gives $\int k^2ab\,dk\le\sqrt{P_d(1-P_d)}$, and therefore

$$w_l\ge\frac12-\sqrt{P_d(1-P_d)} .$$

The lower bound is about 21 % for silicon and 6 % for germanium. The calculated shares lie a little above it, as they must when $a$ and $b$ differ in shape.

The energy can also be bracketed. A pure s trial state $e^{-r}$ gives $-1$ for every $\mu$, since $\langle M\rangle=0$. On the other side, $M\le1$ implies $h\ge(1-\mu)k^2-2/r$, whose lowest energy is $-1/(1-\mu)$. The scaled binding energy thus lies between 1 and $1/(1-\mu)$, which is 1.9 for silicon and 4.2 for germanium. The calculated values are 1.25 and 2.24. They do not rank the binding energies in eV, because the unit $1/(2\varepsilon^2\gamma_1)$ differs between the hosts.

## How far the decision can be trusted

**Input values.** If each of the six parameters is shifted by 10 % in the least favourable direction, $\mu$ rises to 0.573 in silicon and falls to 0.624 in germanium. The order survives.

**Cubic anisotropy.** The spherical average hides a dependence on direction. Along [100], $B=0$ and $A=J_x^2-\frac54$ has eigenvalues $\pm1$. The relative band separation $(E_l-E_h)/(E_l+E_h)$ is then $2\gamma_2/\gamma_1$. Along [111], $A=\frac13\cdot\frac{15}4-\frac54=0$ and $B=M$, so the separation is $2\gamma_3/\gamma_1$. The values are

$$[100]:\ 0.159\ \text{(Si)},\ 0.633\ \text{(Ge)};\qquad [111]:\ 0.676\ \text{(Si)},\ 0.849\ \text{(Ge)}.$$

Germanium leads along each of these directions. In silicon the two values differ by more than a factor of four, so a single $\mu$ describes the band separation much less well there. The heavy mass is a different matter. It is $1/(\gamma_1-2\gamma_2)$ along [100] and $1/(\gamma_1-2\gamma_3)$ along [111], and it grows from the first direction to the second by a factor of 2.6 in silicon and 2.4 in germanium. The spherical model averages over this variation in both hosts, and the shares in the table change when it is kept. With the full cubic four-band Hamiltonian, expanded in angular momenta up to 8, the $m_J=\pm\frac12$ share along [001] rises from 7.7 % to about 13 % in silicon and from 21.5 % to about 25 % in germanium. The light-band share falls from 23.4 % to about 20 % and from 8.3 % to about 7.5 %, and the scaled binding energies grow to 1.38 and 2.37. The order of the hosts is unchanged in both senses of mixing, but the digits in the table belong to the spherical model.

**The split-off band.** The model requires the spin-orbit splitting to be large compared with the binding energy. In germanium this holds well. In silicon the splitting is roughly 0.04 eV, the same order as the binding energy of a shallow acceptor. The silicon percentages therefore describe the spherical four-band model and should not be taken as predictions for a real acceptor. The germanium percentages are little affected by the split-off band, but they carry the shift from the cubic terms given above.

**The acceptor species.** Different acceptors in one host share the same $\mu$. Differences between them must come from what the model leaves out, such as the short-range potential near the impurity. The comparison made above is between hosts, for acceptors shallow enough that this potential is a small correction.

The numerical output below lists the values used.

## Values computed for the example and the checks

```
Si: input gamma1, gamma2, gamma3 = 4.29, 0.34, 1.45 (no unit)
Si: 4 gamma2 + 6 gamma3 = 10.06 (no unit)
Si: 5 gamma1 = 21.45 (no unit)
Si: spherical coupling mu = 0.469 (no unit)
Si: heavy/light mass ratio = 2.77 (no unit)
Si: band contrast along [100] = 0.159 (no unit)
Si: band contrast along [111] = 0.676 (no unit)
Si: binding energy = 1.253 (units 1/(2 eps^2 gamma1))
Si: d-wave weight P_d = 9.6 percent
Si: m_J=+-1/2 share, fixed axis = 7.7 percent
Si: light-band share = 23.4 percent
Ge: input gamma1, gamma2, gamma3 = 13.4, 4.24, 5.69 (no unit)
Ge: 4 gamma2 + 6 gamma3 = 51.10 (no unit)
Ge: 5 gamma1 = 67.00 (no unit)
Ge: spherical coupling mu = 0.763 (no unit)
Ge: heavy/light mass ratio = 7.43 (no unit)
Ge: band contrast along [100] = 0.633 (no unit)
Ge: band contrast along [111] = 0.849 (no unit)
Ge: binding energy = 2.238 (units 1/(2 eps^2 gamma1))
Ge: d-wave weight P_d = 26.9 percent
Ge: m_J=+-1/2 share, fixed axis = 21.5 percent
Ge: light-band share = 8.3 percent
mu = 0: binding energy = 1.000 (same scaled units)
mu = 0: light-band share = 50.0 percent
Largest mu of Si, inputs +-10 percent = 0.573
Smallest mu of Ge, inputs +-10 percent = 0.624
Ratio mu(Ge)/mu(Si) = 1.63 (no unit)
```
